# Low-spin and high-spin minima of a Stoner model, with mixing eigenvalues: verification in Python

```python
"""Fixed-spin-moment curve and moment mixing in a rigid-band Stoner model.

Result under test: E(M) = T(n_up) + T(n_dn) - I*M**2/4 has a low-spin and a
high-spin minimum, and the mixing eigenvalue at a stationary point is
    lam = 1 - I*chi = 2*chi*E''(M),  chi = 2*D_up*D_dn/(D_up + D_dn).
M: moment in Bohr magnetons; n_up, n_dn = (N +- M)/2; T: band energy;
D: density of states per spin; I: Stoner parameter.
The loop is M -> M + alpha*(F(M) - M), where F is the output moment.
Energies are in eV.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HALF_WIDTH, BAND_WEIGHT = 3.0, 4.0
PEAK_CENTRE, PEAK_SIGMA, PEAK_WEIGHT = 1.0, 0.15, 1.0
N_ELEC, STONER = 4.8, 0.9


def dos(energy):
    x = np.clip(energy / HALF_WIDTH, -1.0, 1.0)
    band = 2 * BAND_WEIGHT / (math.pi * HALF_WIDTH) * np.sqrt(1 - x * x)
    z = (energy - PEAK_CENTRE) / PEAK_SIGMA
    peak = PEAK_WEIGHT * np.exp(-z * z / 2) / (PEAK_SIGMA * math.sqrt(2 * math.pi))
    return band + peak


def peak_fraction(energy):
    return 0.5 * (1 + math.erf((energy - PEAK_CENTRE) / (PEAK_SIGMA * math.sqrt(2))))


def count(energy):
    x = min(1.0, max(-1.0, energy / HALF_WIDTH))
    band = BAND_WEIGHT * (0.5 + (x * math.sqrt(1 - x * x) + math.asin(x)) / math.pi)
    return band + PEAK_WEIGHT * peak_fraction(energy)


def band_energy(level):
    x = min(1.0, max(-1.0, level / HALF_WIDTH))
    band = -2 * BAND_WEIGHT * HALF_WIDTH / (3 * math.pi) * (1 - x * x) ** 1.5
    z = (level - PEAK_CENTRE) / PEAK_SIGMA
    gauss = math.exp(-z * z / 2) / (PEAK_SIGMA * math.sqrt(2 * math.pi))
    return band + PEAK_WEIGHT * (PEAK_CENTRE * peak_fraction(level)
                                 - PEAK_SIGMA ** 2 * gauss)


def fermi(n):
    return brentq(lambda e: count(e) - n, -HALF_WIDTH, HALF_WIDTH,
                  xtol=1e-14, rtol=1e-14)


def levels(moment):
    return fermi((N_ELEC + moment) / 2), fermi((N_ELEC - moment) / 2)


def splitting(moment):
    up, down = levels(moment)
    return up - down


def kinetic(moment):
    up, down = levels(moment)
    return band_energy(up) + band_energy(down)


def energy_fsm(moment):
    return kinetic(moment) - STONER * moment ** 2 / 4


def chi(moment):
    d_up, d_down = (float(dos(level)) for level in levels(moment))
    return 2 * d_up * d_down / (d_up + d_down)


def output_moment(moment):
    """Fill exchange-shifted bands up to one common Fermi level."""
    shift = STONER * moment / 2
    mu = brentq(lambda m: count(m + shift) + count(m - shift) - N_ELEC,
                -2 * HALF_WIDTH, 2 * HALF_WIDTH, xtol=1e-14, rtol=1e-14)
    return count(mu + shift) - count(mu - shift)


def mix(moment, alpha, steps):
    history = [moment]
    for _ in range(steps):
        moment += alpha * (output_moment(moment) - moment)
        history.append(moment)
    return np.array(history)


# Closed-form count and band energy against quadrature of the DOS.
for level in (-1.7, 0.4, 1.05, 2.2):
    cuts = [p for p in (0.5, 1.0, 1.5) if p < level] or None
    n_quad = quad(lambda e: float(dos(e)), -HALF_WIDTH, level,
                  points=cuts, limit=200)[0]
    t_quad = quad(lambda e: e * float(dos(e)), -HALF_WIDTH, level,
                  points=cuts, limit=200)[0]
    assert abs(n_quad - count(level)) < 1e-7
    assert abs(t_quad - band_energy(level)) < 1e-7

# Stationary points from the splitting condition.
grid = np.linspace(0.01, 4.79, 479)
ratio = np.array([splitting(m) / m for m in grid])


def crossings(stoner):
    return np.nonzero(np.diff(np.sign(ratio - stoner)))[0]


found = [brentq(lambda m: splitting(m) - STONER * m, grid[k], grid[k + 1],
                xtol=1e-14, rtol=1e-14) for k in crossings(STONER)]
assert len(found) == 2
m_barrier, m_high = found
points = {"low spin": 0.0, "barrier": m_barrier, "high spin": m_high}

# Independent curve: explicit sums over narrow energy bins.
n_bins = 600000
width = 2 * HALF_WIDTH / n_bins
centres = -HALF_WIDTH + (np.arange(n_bins) + 0.5) * width
weights = dos(centres) * width
cum_n = np.concatenate(([0.0], np.cumsum(weights)))
cum_t = np.concatenate(([0.0], np.cumsum(weights * centres)))
m_grid = np.arange(-4700, 4701) / 1000
e_grid = (np.interp((N_ELEC + m_grid) / 2, cum_n, cum_t)
          + np.interp((N_ELEC - m_grid) / 2, cum_n, cum_t)
          - STONER * m_grid ** 2 / 4)
inner = e_grid[1:-1]
minima = m_grid[1:-1][(inner < e_grid[:-2]) & (inner < e_grid[2:])]
maxima = m_grid[1:-1][(inner > e_grid[:-2]) & (inner > e_grid[2:])]
assert len(minima) == 3 and len(maxima) == 2
assert np.allclose(minima, [-m_high, 0, m_high], atol=0.0015)
assert np.allclose(maxima, [-m_barrier, m_barrier], atol=0.0015)
for m in (0.0, 1.0, 2.5, 4.0):
    assert abs(np.interp(m, m_grid, e_grid) - energy_fsm(m)) < 1e-6

# First derivative, and the downhill direction of the unconstrained loop.
for m in np.arange(0.25, 4.6, 0.25):
    slope = (energy_fsm(m + 1e-4) - energy_fsm(m - 1e-4)) / 2e-4
    assert abs(slope - (splitting(m) - STONER * m) / 2) < 1e-6
    assert (output_moment(m) - m) * slope < 0

# Mixing eigenvalue: formula, map derivative, energy curvature, stability.
eigen, curvature = {}, {}
for name, m in points.items():
    lam = 1 - STONER * chi(m)
    map_slope = (output_moment(m + 1e-4) - output_moment(m - 1e-4)) / 2e-4
    second = (energy_fsm(m + 1e-3) - 2 * energy_fsm(m) + energy_fsm(m - 1e-3)) / 1e-6
    assert abs(lam - (1 - map_slope)) < 1e-5
    assert abs(lam - 2 * chi(m) * second) < 1e-4
    assert (lam < 0) == (name == "barrier")
    start = 1e-5
    for factor, stable in ((0.95, True), (1.05, False)):
        end = abs(mix(m + start, factor * 2 / lam, 20)[-1] - m)
        assert (end < start) == stable
    assert abs(mix(m + start, -0.2 * np.sign(lam), 20)[-1] - m) > start
    eigen[name], curvature[name] = lam, second

# Coexistence edges and equal-energy point.
options = {"xatol": 1e-9}
edge = minimize_scalar(lambda m: splitting(m) / m, bounds=(1.0, 4.5),
                       method="bounded", options=options)
i_lower, m_edge = edge.fun, edge.x
i_upper = 1 / chi(0.0)
i_saturated = (fermi(N_ELEC) + HALF_WIDTH) / N_ELEC
t_zero = kinetic(0.0)
equal = minimize_scalar(lambda m: 4 * (kinetic(m) - t_zero) / m ** 2,
                        bounds=(1.0, 4.5), method="bounded", options=options)
i_equal, m_equal = equal.fun, equal.x
assert abs(1 - i_lower * chi(m_edge)) < 1e-4
assert len(crossings(0.99 * i_lower)) == 0
assert len(crossings(1.01 * i_lower)) == 2
assert len(crossings(0.99 * i_upper)) == 1
assert len(crossings(1.01 * i_upper)) == 0
assert i_lower < i_equal < i_saturated < i_upper
assert abs(splitting(m_equal) - i_equal * m_equal) < 1e-5

# Real self-consistent runs from both sides of the barrier.
runs = []
for alpha in (0.5, 1.0):
    for name, side in (("low spin", -0.05), ("high spin", 0.05)):
        target = points[name]
        history = mix(m_barrier + side, alpha, 400)
        errors = history - target
        assert abs(errors[-1]) < 1e-9
        stop = int(np.argmax(np.abs(errors) < 1e-8))
        path = history[:stop + 1]
        assert np.all(np.diff(path) * side > 0)
        assert np.all(np.diff([energy_fsm(m) for m in path]) < 1e-12)
        k = int(np.argmax(np.abs(errors) < 1e-4))
        measured = errors[k + 1] / errors[k]
        predicted = 1 - alpha * eigen[name]
        assert abs(measured - predicted) < 1e-3
        runs.append((alpha, name, m_barrier + side, stop, measured, predicted))

print(f"semi-ellipse: weight {BAND_WEIGHT:.1f} per spin, half-width {HALF_WIDTH:.2f} eV")
print(f"peak: weight {PEAK_WEIGHT:.1f} per spin, centre {PEAK_CENTRE:.2f} eV, "
      f"sigma {PEAK_SIGMA:.2f} eV")
print(f"electrons N = {N_ELEC:.1f}, Stoner I = {STONER:.3f} eV")
print(f"nonmagnetic Fermi level = {fermi(N_ELEC / 2):.5f} eV")
print("fixed-spin-moment curve: M (mu_B), mu_up (eV), mu_dn (eV), E(M)-E(0) (eV)")
e_zero = energy_fsm(0.0)
for m in np.arange(0.0, 4.6, 0.5):
    up, down = levels(m)
    print(f"  {m:.1f}  {up:9.5f}  {down:9.5f}  {energy_fsm(m) - e_zero:10.6f}")
for name, m in points.items():
    up, down = levels(m)
    print(f"{name}: M = {m:.5f} mu_B, E-E(0) = {energy_fsm(m) - e_zero:.6f} eV")
    print(f"  mu_up = {up:.5f} eV, mu_dn = {down:.5f} eV")
    print(f"  D_up = {float(dos(up)):.5f}, D_dn = {float(dos(down)):.5f}, "
          f"chi = {chi(m):.5f} 1/eV")
    print(f"  E'' = {curvature[name]:.5f} eV/mu_B^2, I*chi = {STONER * chi(m):.5f}")
    print(f"  mixing eigenvalue = {eigen[name]:.5f}, "
          f"stability limit 2/lam = {2 / eigen[name]:.4f}")
print(f"barrier seen from high spin = "
      f"{energy_fsm(m_barrier) - energy_fsm(m_high):.6f} eV")
print(f"lower coexistence edge: I = {i_lower:.5f} eV at M = {m_edge:.4f} mu_B")
print(f"equal energies: I = {i_equal:.5f} eV, high-spin M = {m_equal:.4f} mu_B")
print(f"high-spin saturation: I = {i_saturated:.5f} eV at M = {N_ELEC:.1f} mu_B")
print(f"upper coexistence edge: I = {i_upper:.5f} eV")
print("runs: alpha, end state, start M (mu_B), steps to error 1e-8 mu_B,")
print("      measured error ratio, predicted 1-alpha*lam")
for alpha, name, start, steps, measured, predicted in runs:
    print(f"  {alpha:.1f}  {name:9s}  {start:.4f}  {steps:3d}  "
          f"{measured:.5f}  {predicted:.5f}")
print("all tests passed")
```

Printed output:

```
semi-ellipse: weight 4.0 per spin, half-width 3.00 eV
peak: weight 1.0 per spin, centre 1.00 eV, sigma 0.15 eV
electrons N = 4.8, Stoner I = 0.900 eV
nonmagnetic Fermi level = 0.47294 eV
fixed-spin-moment curve: M (mu_B), mu_up (eV), mu_dn (eV), E(M)-E(0) (eV)
  0.0    0.47294    0.47294    0.000000
  0.5    0.73044    0.17682    0.015448
  1.0    0.86189   -0.11784    0.040130
  1.5    0.94633   -0.41365    0.051740
  2.0    1.01946   -0.71365    0.044565
  2.5    1.09664   -1.02148    0.019268
  3.0    1.20025   -1.34213   -0.018237
  3.5    1.41240   -1.68352   -0.049118
  4.0    1.75541   -2.06115   -0.030795
  4.5    2.14373   -2.51981    0.069065
low spin: M = 0.00000 mu_B, E-E(0) = 0.000000 eV
  mu_up = 0.47294 eV, mu_dn = 0.47294 eV
  D_up = 0.84376, D_dn = 0.84376, chi = 0.84376 1/eV
  E'' = 0.14259 eV/mu_B^2, I*chi = 0.75938
  mixing eigenvalue = 0.24062, stability limit 2/lam = 8.3119
barrier: M = 1.56463 mu_B, E-E(0) = 0.051902 eV
  mu_up = 0.95605 eV, mu_dn = -0.45212 eV
  D_up = 3.35242, D_dn = 0.83913, chi = 1.34228 1/eV
  E'' = -0.07750 eV/mu_B^2, I*chi = 1.20805
  mixing eigenvalue = -0.20805, stability limit 2/lam = -9.6129
high spin: M = 3.61627 mu_B, E-E(0) = -0.050727 eV
  mu_up = 1.48739 eV, mu_dn = -1.76725 eV
  D_up = 0.75071, D_dn = 0.68591, chi = 0.71685 1/eV
  E'' = 0.24750 eV/mu_B^2, I*chi = 0.64517
  mixing eigenvalue = 0.35483, stability limit 2/lam = 5.6364
barrier seen from high spin = 0.102628 eV
lower coexistence edge: I = 0.84451 eV at M = 2.7583 mu_B
equal energies: I = 0.88396 eV, high-spin M = 3.4954 mu_B
high-spin saturation: I = 1.12836 eV at M = 4.8 mu_B
upper coexistence edge: I = 1.18518 eV
runs: alpha, end state, start M (mu_B), steps to error 1e-8 mu_B,
      measured error ratio, predicted 1-alpha*lam
  0.5  low spin   1.5146  174  0.87969  0.87969
  0.5  high spin  1.6146  130  0.82259  0.82258
  1.0  low spin   1.5146   83  0.75938  0.75938
  1.0  high spin  1.6146   61  0.64517  0.64517
all tests passed
```
